# Why Planck's two spectral peaks do not satisfy λν = c: test program

```python
# Result under test: for thermal radiation the peak per unit wavelength, lam_p,
# and the peak per unit frequency, nu_p, obey lam_p*nu_p = (x3/x5)*c, not c.
# x_n is the positive root of x = n*(1-exp(-x)); theta = k_B*T.
# E is photon energy, u_E and u_lam are energy densities per unit E and
# per unit wavelength. Internal algebra: atomic units (hbar = 1, c = 1/alpha).
# Example: cavity source at 1500 K; its dimensions are rough typical values.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw, erf

pi = np.pi
c_au = 1.0 / const.fine_structure
hartree_J = const.physical_constants["Hartree energy"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_m = const.physical_constants["Bohr radius"][0]
bohr_nm = bohr_m * 1e9
hc = 2 * pi * c_au * hartree_eV * bohr_nm      # eV nm

T = 1500.0                  # K
slit_nm = 20.0              # fixed wavelength band
slit_eV = 0.001             # fixed energy band
aperture_mm = 10.0          # aperture diameter
cavity_mm = 60.0            # diameter of spherical cavity
dT = 5.0                    # K, temperature error


def theta_au(temp):
    return const.k * temp / hartree_J


def u_E(E_eV, temp=T):
    E = E_eV / hartree_eV
    return E**3 / (pi**2 * c_au**3 * np.expm1(E / theta_au(temp)))


def u_lam(lam_nm, temp=T):
    lam = lam_nm / bohr_nm
    expo = 2 * pi * c_au / (lam * theta_au(temp))
    return 16 * pi**2 * c_au / (lam**5 * np.expm1(expo))


def band(E_low, E_high):
    """Energy density (atomic units) between two photon energies in eV."""
    val = quad(u_E, E_low, E_high, epsabs=0, epsrel=1e-11, limit=200)[0]
    return val / hartree_eV


def band_nm(lam_low, lam_high):
    """Same energy, band edges given as wavelengths; no Jacobian used."""
    return band(hc / lam_high, hc / lam_low)


def x_root(n):
    return n + lambertw(-n * np.exp(-n)).real


def maximum(func, low, high):
    scale = func(0.5 * (low + high))
    res = minimize_scalar(lambda z: -func(z) / scale, bounds=(low, high),
                          method="bounded", options={"xatol": 1e-9})
    return res.x


kT = const.k * T / const.e                     # eV
x2, x3, x4, x5 = [x_root(n) for n in (2, 3, 4, 5)]
E_p = x3 * kT
lam_p = hc / (x5 * kT)
lam_image = hc / E_p
E_image = hc / lam_p
gap = lam_image - lam_p

# Mode count: integer wave vectors of a periodic box, two polarizations.
R = 40
grid = np.arange(-R, R + 1)
r2 = (grid[:, None, None]**2 + grid[None, :, None]**2
      + grid[None, None, :]**2)
modes = 2 * np.count_nonzero(r2 <= R**2)
k_max = 2 * pi * R                             # box of unit side
modes_smooth = quad(lambda k: k**2 / pi**2, 0, k_max)[0]
assert abs(modes / modes_smooth - 1) < 0.005   # lattice surface noise

# Mean oscillator energy from an explicit sum over levels.
levels = np.arange(400)
for x in (0.3, x3, x5):
    weights = np.exp(-levels * x)
    mean = np.sum(levels * x * weights) / np.sum(weights)
    assert abs(mean / (x / np.expm1(x)) - 1) < 1e-10

# Total energy against closed form and the Stefan-Boltzmann constant.
total = band(0, 60 * kT)
assert abs(total / (pi**2 * theta_au(T)**4 / (15 * c_au**3)) - 1) < 1e-9
exitance = const.c * total * hartree_J / bohr_m**3 / 4   # W/m^2
assert abs(exitance / (const.Stefan_Boltzmann * T**4) - 1) < 1e-8

# Single maximum and Lambert-function roots against direct maximization.
xs = np.linspace(0.001, 30, 5000)
assert np.all(np.diff(xs / -np.expm1(-xs)) > 0)
for n in (2, 3, 4, 5):
    direct = maximum(lambda x: x**n / np.expm1(x), 0.3, 10)
    assert abs(direct - x_root(n)) < 1e-6

# Tabulated displacement constants.
wien_lam = const.physical_constants[
    "Wien wavelength displacement law constant"][0]
wien_nu = const.physical_constants[
    "Wien frequency displacement law constant"][0]
assert abs(lam_p * 1e-9 * T / wien_lam - 1) < 1e-8
assert abs(E_p * const.e / const.h / (wien_nu * T) - 1) < 1e-8
assert abs(wien_lam * wien_nu / const.c - x3 / x5) < 1e-8

# Peaks found from energies in equal bins, without any Jacobian.
edges = np.arange(500.0, 12001.0, 10.0)
content = [band_nm(a, b) for a, b in zip(edges[:-1], edges[1:])]
best = int(np.argmax(content))
bin_lam = 0.5 * (edges[best] + edges[best + 1])
assert abs(bin_lam - lam_p) <= 10.0
edges_E = np.arange(0.05, 3.0, 0.002)
content_E = [band(a, b) for a, b in zip(edges_E[:-1], edges_E[1:])]
best_E = int(np.argmax(content_E))
bin_E = 0.5 * (edges_E[best_E] + edges_E[best_E + 1])
assert abs(bin_E - E_p) <= 0.002

# Wavelength density formula against small-band energies.
for lam in (1000.0, lam_p, lam_image, 8000.0):
    small = band_nm(lam - 0.5, lam + 0.5) / (1.0 / bohr_nm)
    assert abs(small / u_lam(lam) - 1) < 1e-5

# Slope left at the image of the energy peak is that of the Jacobian.
upper = band_nm(lam_image + 4.5, lam_image + 5.5)
lower = band_nm(lam_image - 5.5, lam_image - 4.5)
slope = np.log(upper / lower) / 10.0
assert abs(slope * lam_image / -2 - 1) < 1e-3

# Quantities on which both descriptions agree.
E_med = brentq(lambda E: band(0, E) / total - 0.5, kT, 8 * kT)
lam_min = hc / (60 * kT)


def energy_below(lam):
    val = quad(u_lam, lam_min, lam, epsabs=0, epsrel=1e-10, limit=200)[0]
    return val / bohr_nm


lam_med = brentq(lambda z: energy_below(z) / total - 0.5, 1000, 8000)
assert abs(lam_med * E_med / hc - 1) < 1e-7
log_lam = maximum(lambda z: z * u_lam(z), 1000, 6000)
log_E = maximum(lambda E: E * u_E(E), 0.1, 1.5)
assert abs(log_lam * log_E / hc - 1) < 1e-6
assert abs(log_E / (x4 * kT) - 1) < 1e-6

# Narrow Gaussian line: wavelength peak from 1 nm bands, no Jacobian.
line_s = 0.01                                 # eV


def line_band(lam):
    high = (hc / (lam - 0.5) - E_p) / (line_s * np.sqrt(2))
    low = (hc / (lam + 0.5) - E_p) / (line_s * np.sqrt(2))
    return erf(high) - erf(low)


line_peak = maximum(line_band, lam_image - 80, lam_image + 80)
line_formula = 2 * hc / (E_p + np.sqrt(E_p**2 + 8 * line_s**2))
assert abs(line_peak - line_formula) < 0.01
line_gap = lam_image - line_peak

# Shares of total energy seen in the two kinds of band.
places = ((lam_p, E_image), (lam_image, E_p))
share_nm = [band_nm(a - slit_nm / 2, a + slit_nm / 2) / total
            for a, _ in places]
share_eV = [band(b - slit_eV / 2, b + slit_eV / 2) / total
            for _, b in places]
ratio_nm = share_nm[0] / share_nm[1]
ratio_eV = share_eV[0] / share_eV[1]
assert ratio_nm > 1 > ratio_eV
assert abs(ratio_nm / ratio_eV / (lam_image / lam_p)**2 - 1) < 1e-3
width_eV = [hc / (a - slit_nm / 2) - hc / (a + slit_nm / 2)
            for a, _ in places]
short_share = [band(b, 60 * kT) / total for _, b in places]

# False temperatures from converting a peak and using the other law.
T_low = wien_lam / (lam_image * 1e-9)
T_high = E_image * const.e / const.h / wien_nu
assert abs(T_low / T - x3 / x5) < 1e-7
assert abs(T_high / T - x5 / x3) < 1e-7

# Isothermal diffuse spherical cavity with imperfect walls.
half_angle = np.arcsin(aperture_mm / cavity_mm)
open_part = (1 - np.cos(half_angle)) / 2


def wall(lam):
    return 0.80 + 0.10 * (lam - 1500.0) / 3000.0


def cavity_emissivity(lam):
    e = wall(lam)
    return e / (e + (1 - e) * open_part)


for lam in (lam_p, lam_image):
    e = wall(lam)
    bounces = e * np.sum(((1 - e) * (1 - open_part))**np.arange(100))
    assert abs(bounces - cavity_emissivity(lam)) < 1e-12


def shifts(weight):
    a = maximum(lambda z: weight(z) * u_lam(z), 1200, 4000) - lam_p
    b = maximum(lambda E: weight(hc / E) * u_E(E), 0.2, 0.8) - E_p
    return a, b


effects = {}
effects["wall emissivity"] = shifts(cavity_emissivity)
effects["temperature +5 K"] = (
    maximum(lambda z: u_lam(z, T + dT), 1200, 4000) - lam_p,
    maximum(lambda E: u_E(E, T + dT), 0.2, 0.8) - E_p)
slit_peak = brentq(lambda z: u_lam(z + slit_nm / 2)
                   / u_lam(z - slit_nm / 2) - 1, 1500, 2500)
slit_peak_E = brentq(lambda E: u_E(E + slit_eV / 2)
                     / u_E(E - slit_eV / 2) - 1, 0.2, 0.6)
effects["finite bandwidth"] = (slit_peak - lam_p, slit_peak_E - E_p)
effects["diffraction (scale)"] = shifts(
    lambda z: 1 - z / (aperture_mm * 1e6))
effects["cavity size (scale)"] = shifts(
    lambda z: 1 - z / (cavity_mm * 1e6))
assert sum(abs(v[0]) for v in effects.values()) < 0.02 * gap
assert sum(abs(v[1]) for v in effects.values()) < 0.02 * (E_image - E_p)

# Photon-counting detector: response per energy is proportional to 1/E.
count_lam = maximum(lambda z: z * u_lam(z), 1000, 6000)
count_E = maximum(lambda E: u_E(E) / E, 0.05, 1.0)
assert abs(count_lam * x4 * kT / hc - 1) < 1e-6
assert abs(count_E / (x2 * kT) - 1) < 1e-6

print(f"temperature: {T:.0f} K; k_B T: {kT:.5f} eV")
print(f"h c: {hc:.3f} eV nm")
print(f"roots x2, x3: {x2:.6f}, {x3:.6f}")
print(f"roots x4, x5: {x4:.6f}, {x5:.6f}")
print(f"peak product / c = x3/x5: {x3 / x5:.6f}")
print(f"peak per unit energy: {E_p:.4f} eV")
print(f"its own wavelength: {lam_image:.1f} nm = {10*lam_image:.0f} angstrom")
print(f"peak per unit wavelength: {lam_p:.1f} nm = {10*lam_p:.0f} angstrom")
print(f"its own photon energy: {E_image:.4f} eV")
print(f"wavelength gap: {gap:.1f} nm")
print(f"highest 10 nm bin, centre: {bin_lam:.1f} nm")
print(f"highest 0.002 eV bin, centre: {bin_E:.4f} eV")
print(f"log slope at energy-peak image: {slope:.4e} per nm")
print(f"-2/wavelength there: {-2 / lam_image:.4e} per nm")
print(f"total exitance: {exitance / 1e4:.3f} W/cm2")
for i, (a, b) in enumerate(places):
    print(f"at {a:.1f} nm ({b:.4f} eV):")
    print(f"  share in {slit_nm:.0f} nm band: {100*share_nm[i]:.4f} percent")
    print(f"  share in {slit_eV:.3f} eV band: {100*share_eV[i]:.4f} percent")
    print(f"  energy width of {slit_nm:.0f} nm band: {width_eV[i]:.5f} eV")
    print(f"  share at shorter wavelengths: {100*short_share[i]:.2f} percent")
print(f"first/second signal, fixed nm band: {ratio_nm:.4f}")
print(f"first/second signal, fixed eV band: {ratio_eV:.4f}")
print(f"squared wavelength ratio: {(lam_image / lam_p)**2:.4f}")
print(f"median: {lam_med:.1f} nm, {E_med:.4f} eV")
print(f"common log-interval peak: {log_lam:.1f} nm, {log_E:.4f} eV")
print(f"false T, energy peak in wavelength law: {T_low:.1f} K")
print(f"false T, wavelength peak in energy law: {T_high:.1f} K")
print(f"Gaussian line: centre {E_p:.4f} eV, width s {line_s:.3f} eV")
print(f"Gaussian line peak gap: {line_gap:.2f} nm")
print(f"aperture, cavity diameter: {aperture_mm:.0f}, {cavity_mm:.0f} mm")
print(f"open fraction of sphere: {open_part:.5f}")
for lam in (lam_p, lam_image):
    print(f"emissivity at {lam:.1f} nm: wall {wall(lam):.4f}, "
          f"cavity {cavity_emissivity(lam):.5f}")
print("neglected effects, shifts of the two peaks:")
for name, (a, b) in effects.items():
    print(f"  {name}: {a:+.3f} nm, {b:+.2e} eV")
print(f"photon counter, peak per wavelength: {count_lam:.1f} nm")
print(f"photon counter, peak per energy: {count_E:.4f} eV")
print("PASS")
```

Running it gives:

```
temperature: 1500 K; k_B T: 0.12926 eV
h c: 1239.842 eV nm
roots x2, x3: 1.593624, 2.821439
roots x4, x5: 3.920690, 4.965114
peak product / c = x3/x5: 0.568253
peak per unit energy: 0.3647 eV
its own wavelength: 3399.6 nm = 33996 angstrom
peak per unit wavelength: 1931.8 nm = 19318 angstrom
its own photon energy: 0.6418 eV
wavelength gap: 1467.8 nm
highest 10 nm bin, centre: 1935.0 nm
highest 0.002 eV bin, centre: 0.3650 eV
log slope at energy-peak image: -5.8830e-04 per nm
-2/wavelength there: -5.8830e-04 per nm
total exitance: 28.706 W/cm2
at 1931.8 nm (0.6418 eV):
  share in 20 nm band: 0.6807 percent
  share in 0.001 eV band: 0.1025 percent
  energy width of 20 nm band: 0.00664 eV
  share at shorter wavelengths: 25.01 percent
at 3399.6 nm (0.3647 eV):
  share in 20 nm band: 0.3633 percent
  share in 0.001 eV band: 0.1693 percent
  energy width of 20 nm band: 0.00215 eV
  share at shorter wavelengths: 64.60 percent
first/second signal, fixed nm band: 1.8736
first/second signal, fixed eV band: 0.6050
squared wavelength ratio: 3.0968
median: 2738.2 nm, 0.4528 eV
common log-interval peak: 2446.5 nm, 0.5068 eV
false T, energy peak in wavelength law: 852.4 K
false T, wavelength peak in energy law: 2639.7 K
Gaussian line: centre 0.3647 eV, width s 0.010 eV
Gaussian line peak gap: 5.10 nm
aperture, cavity diameter: 10, 60 mm
open fraction of sphere: 0.00699
emissivity at 1931.8 nm: wall 0.8144, cavity 0.99841
emissivity at 3399.6 nm: wall 0.8633, cavity 0.99889
neglected effects, shifts of the two peaks:
  wall emissivity: +0.271 nm, -1.57e-04 eV
  temperature +5 K: -6.418 nm, +1.22e-03 eV
  finite bandwidth: +0.035 nm, +1.99e-07 eV
  diffraction (scale): -0.077 nm, +5.03e-05 eV
  cavity size (scale): -0.013 nm, +8.39e-06 eV
photon counter, peak per wavelength: 2446.5 nm
photon counter, peak per energy: 0.2060 eV
PASS
```
